\section*{Mean-Field Blueshift of Interlayer Excitons and Its Reduction by Correlations}

\section*{Setting}

An interlayer exciton in a two-dimensional heterostructure has its hole in one layer and its electron in the other. All excitons therefore carry parallel vertical dipoles. Put the holes, of charge $+e$, at $z=0$ and the electrons, of charge $-e$, at $z=d$. There are $N$ excitons on an area $A$, so that $n=N/A$. The surrounding dielectric is homogeneous, with constant $\varepsilon$; where it is anisotropic, $\varepsilon_\parallel$ and $\varepsilon_z$ are its in-plane and out-of-plane values. Excitons are rigid: their internal state does not respond to their neighbours. Exchange of electrons or holes between excitons is left out. A blueshift is a positive change of the emitted photon energy relative to an isolated exciton.

\section*{(a) The plate estimate}

\textbf{Question.} Spread the excitons uniformly, without correlation between their positions. Find the energy shift of one exciton from the field of the others.

\textbf{Solution.} The averaged charges form two sheets of density $+en$ and $-en$. By Gauss's law each sheet produces a field of magnitude $en/(2\varepsilon_0\varepsilon_z)$ on both sides. Between the sheets the two fields both point from the holes to the electrons and add; outside they cancel:
\begin{equation}
F=\frac{en}{\varepsilon_0\varepsilon_z}\quad(0<z<d).
\end{equation}
The potential falls along the field, so $\phi(0)-\phi(d)=Fd$. Another exciton places $+e$ at $z=0$ and $-e$ at $z=d$, at the cost
\begin{equation}
\Delta_{\rm plate}=e\phi(0)-e\phi(d)=eFd=nV_0,\qquad
V_0=\frac{e^2d}{\varepsilon_0\varepsilon_z}.
\label{plate}
\end{equation}
The sign is positive because the new dipole is parallel to those that made the field.

The stored field energy gives the same result. Per unit area it is
\begin{equation}
u=\frac12\varepsilon_0\varepsilon_zF^2d=\frac{e^2n^2d}{2\varepsilon_0\varepsilon_z}
=\frac12n^2V_0 .
\end{equation}
The factor $1/2$ counts each pair once. Adding one exciton costs $du/dn=nV_0$, without the factor $1/2$, because the new exciton interacts with all the others.

\section*{(b) Which distances supply the plate shift?}

\textbf{Question.} Recover $V_0$ from the interaction of two excitons, and find how much of it comes from pairs closer than $r$.

\textbf{Solution.} At in-plane distance $r$ there are two repulsive terms between like charges in the same layer and two attractive terms between unlike charges in different layers:
\begin{equation}
V(r)=\frac{e^2}{2\pi\varepsilon_0\varepsilon}
\left[\frac1r-\frac1{\sqrt{r^2+d^2}}\right].
\label{pair}
\end{equation}
Integrating over a disc of radius $r$ gives
\begin{align}
\int_0^r2\pi r'V(r')\,dr'
&=\frac{e^2}{\varepsilon_0\varepsilon}\int_0^r
\left[1-\frac{r'}{\sqrt{r'^2+d^2}}\right]dr'\nonumber\\
&=\frac{e^2}{\varepsilon_0\varepsilon}\left[r+d-\sqrt{r^2+d^2}\right].
\end{align}
As $r\to\infty$, $\sqrt{r^2+d^2}-r\to0$ and the integral tends to $V_0$. The fraction collected inside $r$ is therefore
\begin{equation}
f(r)=\frac{r+d-\sqrt{r^2+d^2}}d .
\end{equation}
Setting $f=1/2$ gives $r+d/2=\sqrt{r^2+d^2}$. Squaring, $rd+d^2/4=d^2$, so $r=3d/4$. Half of the plate shift comes from pairs closer than three quarters of the layer separation. For $r\gg d$ the part from outside is
\begin{equation}
1-f(r)=\frac{\sqrt{r^2+d^2}-r}{d}\simeq\frac d{2r}.
\label{outside}
\end{equation}
The uniform field thus conceals a sum dominated by close encounters.

In a uniaxial medium the prefactor of (\ref{pair}) contains $1/\sqrt{\varepsilon_\parallel\varepsilon_z}$ in place of $1/\varepsilon$, and $d$ inside the square root becomes $d\sqrt{\varepsilon_\parallel/\varepsilon_z}$. The plane integral is proportional to the product of the two,
\begin{equation}
\frac1{\sqrt{\varepsilon_\parallel\varepsilon_z}}\;
d\sqrt{\frac{\varepsilon_\parallel}{\varepsilon_z}}=\frac d{\varepsilon_z},
\end{equation}
in agreement with Gauss's law. The in-plane constant alters the pair energy at a given distance but not $V_0$.

\section*{(c) The shift with correlated positions}

\textbf{Question.} Express the mean emission shift through the pair correlation function $g(r)$. Evaluate it for a dilute classical gas.

\textbf{Solution.} Let $U=\sum_{i<j}V(r_{ij})$. If exciton $i$ recombines while the others stay in place, the photon carries away its pair energies $\sum_{j\ne i}V(r_{ij})$. Averaging over $i$ counts every pair twice:
\begin{equation}
\Delta=\frac1N\left\langle\sum_i\sum_{j\ne i}V(r_{ij})\right\rangle
=\frac{2\langle U\rangle}N .
\label{emission}
\end{equation}
The density of other excitons at distance $r$ from a given one is $ng(r)$, with $g\to1$ far away. Hence
\begin{equation}
\Delta=n\int g(r)V(r)\,d^2r
=nV_0-n\int[1-g(r)]V(r)\,d^2r .
\label{gshift}
\end{equation}
Uncorrelated positions mean $g=1$ and return (\ref{plate}). A correlation hole, $g<1$ at small $r$, removes the part of the integral where $V$ is largest.

In a dilute classical gas at temperature $T$ a pair is disturbed by no third exciton, and $g=e^{-V/k_BT}$. Expanding (\ref{pair}) for $r\gg d$ gives
\begin{equation}
V\simeq\frac C{r^3},\qquad C=\frac{e^2d^2}{4\pi\varepsilon_0\varepsilon},
\qquad V_0=\frac{4\pi C}d .
\end{equation}
Define $r_T=(C/k_BT)^{1/3}$, where the repulsion equals $k_BT$. If $r_T\gg d$, the Boltzmann factor suppresses the region where the dipolar form fails. With $x=(r_T/r)^3$ one has $1/r=x^{1/3}/r_T$ and $dr/r^2=-d(1/r)$, so
\begin{align}
\Delta&\simeq2\pi nC\int_0^\infty\frac{dr}{r^2}e^{-(r_T/r)^3}
=\frac{2\pi nC}{3r_T}\int_0^\infty x^{-2/3}e^{-x}dx\nonumber\\
&=\frac{2\pi}3\Gamma\!\left(\tfrac13\right)\frac{nC}{r_T}
=\frac{\Gamma(1/3)}6\,\frac d{r_T}\,nV_0 .
\end{align}
The shift is still linear in density, but its slope is smaller by a factor of order $d/r_T$. A linear dependence on $n$ is therefore no evidence that the plate coefficient applies. The result needs $nr_T^2\ll1$ and a thermal wavelength much shorter than $r_T$. The second condition is severe for light particles. With the mass, layer separation and dielectric constant of part (f), $r_T=4.6$ nm at 10 K, while the thermal wavelength $h/\sqrt{2\pi Mk_BT}$ is 24 nm. Heating does not help: the wavelength falls as $T^{-1/2}$ and $r_T$ only as $T^{-1/3}$, so $r_T$ drops below $d$ long before the two lengths meet. For such excitons, when they move freely, the classical formula illustrates the effect of correlations, but a reliable value needs a quantum treatment.

\section*{(d) Why the interaction lowers its own mean energy}

\textbf{Question.} Show, without assuming a form for $g$, that equilibrium correlations lower $\langle U\rangle$ relative to uncorrelated positions.

\textbf{Solution.} Hold $N$, $A$ and $T$ fixed and give each configuration the weight $e^{-\beta\lambda U}$, with $\beta=1/k_BT$. At $\lambda=0$ positions are independent; at $\lambda=1$ the interaction is complete. Classical momenta drop out of the average
\begin{equation}
\langle U\rangle_\lambda=\frac{\int Ue^{-\beta\lambda U}}{\int e^{-\beta\lambda U}} .
\end{equation}
Differentiating numerator and denominator,
\begin{equation}
\frac{d\langle U\rangle_\lambda}{d\lambda}
=-\beta\langle U^2\rangle_\lambda+\beta\langle U\rangle_\lambda^2
=-\beta\,\mathrm{Var}_\lambda(U)\le0 .
\label{variance}
\end{equation}
Integrating from 0 to 1 gives $\langle U\rangle_1\le\langle U\rangle_0$. The cause of the reduction is now explicit: configurations differ in energy, and equilibrium favours the cheaper ones. A mean field replaces this spread by its average. For the finite dipoles of (\ref{pair}), built from point charges and free to move in the continuum, the variance diverges logarithmically at $\lambda=0$, since $V^2\propto1/r^2$ at short distance. Equation (\ref{variance}) is then used for $\lambda>0$, and $\langle U\rangle_\lambda$ remains continuous as $\lambda\to0$.

For quantum motion take $H(\lambda)=H_0+\lambda U$, with a nondegenerate ground state of energy $E(\lambda)$. First- and second-order perturbation theory about any $\lambda$ gives
\begin{equation}
E'=\langle U\rangle_\lambda,\qquad
E''=-2\sum_{m\ne0}\frac{|\langle m|U|0\rangle|^2}{E_m-E_0}\le0 .
\label{concave}
\end{equation}
Again $\langle U\rangle_\lambda$ cannot increase. The wave function lowers its amplitude where excitons meet, at some cost in $\langle H_0\rangle$, the kinetic energy plus that of any external potential.

Both arguments compare with the uncorrelated state of the \emph{same} system at $\lambda=0$. In a uniform system that state gives the plate value. In a moire potential it does not.

\section*{(e) Excitons pinned to moire sites}

\textbf{Question.} Let the moire potential confine excitons to a triangular lattice of period $a$, cell area $A_c=\sqrt3a^2/2$ and filling $\nu=nA_c$. Find the shift for uncorrelated occupation, and then for random occupation with at most one exciton per site.

\textbf{Solution.} Take the centre-of-mass density at a site as $e^{-r^2/\ell^2}/(\pi\ell^2)$. Its Fourier transform is $e^{-q^2\ell^2/4}$, and two such densities contribute the square of this factor. Since $1/\sqrt{r^2+z^2}$ has the transform $2\pi e^{-qz}/q$, the pair energy of sites separated by $\mathbf R$ is
\begin{align}
W(\mathbf R)&=\int\frac{d^2q}{(2\pi)^2}\,\tilde V(q)\,
e^{-q^2\ell^2/2}e^{i\mathbf q\cdot\mathbf R},\\
\tilde V(q)&=\frac{e^2}{\varepsilon_0\varepsilon}\frac{1-e^{-qd}}q,
\qquad\tilde V(0)=V_0 .
\end{align}
At $\mathbf R=0$ the angular integral gives $2\pi$. Completing the square in the term with $e^{-qd}$ yields
\begin{align}
W(0)&=\frac{e^2}{2\pi\varepsilon_0\varepsilon}
\int_0^\infty(1-e^{-qd})e^{-q^2\ell^2/2}dq\nonumber\\
&=\frac{e^2}{2\pi\varepsilon_0\varepsilon\,\ell}\sqrt{\frac\pi2}
\left[1-e^{d^2/2\ell^2}\,\mathrm{erfc}\!\left(\frac d{\sqrt2\,\ell}\right)\right].
\end{align}

If every exciton chooses its site independently, each site holds on average $\nu$ others, including the site of the exciton considered. The shift is $\nu\sum_{\mathbf R}W(\mathbf R)$. The identity $\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}=[(2\pi)^2/A_c]\sum_{\mathbf G}\delta(\mathbf q-\mathbf G)$ turns it into
\begin{equation}
\Delta_{\rm H}=nV_0+n\sum_{\mathbf G\ne0}\tilde V(G)e^{-G^2\ell^2/2} .
\label{hartree}
\end{equation}
Every added term is positive. This is the Hartree energy of the clumped density, and it lies above the plate value.

If a second exciton cannot enter an occupied site, the term $\mathbf R=0$ disappears:
\begin{equation}
\Delta_{\rm ex}=\nu\sum_{\mathbf R\ne0}W(\mathbf R)=\Delta_{\rm H}-\nu W(0) .
\label{exclusion}
\end{equation}
This falls below the plate value when $W(0)$ exceeds the sum over $\mathbf G\ne0$ in (\ref{hartree}) divided by $A_c$. On the triangular lattice this holds for every $d$ and $\ell$. Writing $1/\sqrt x=\pi^{-1/2}\int_0^\infty t^{-1/2}e^{-tx}dt$ shows that $V(r)$ is a sum of Gaussians $e^{-tr^2}$ with positive weights $\propto t^{-1/2}(1-e^{-td^2})$, and smearing keeps this form for $W$. For each Gaussian the sum over $\mathbf R\ne0$, evaluated over the whole range of widths, stays below its plane integral divided by $A_c$. Only the size of the reduction needs numbers.

\section*{(f) A worked lattice}

\textbf{Question.} Evaluate these shifts for $d=0.6$ nm, $\varepsilon=6$, $a=10$ nm, $\nu=1/4$ and $T=10$ K. The exciton mass is $M=m_0$, and the moire potential is $-2V_m\sum_{j=1}^3\cos(\mathbf G_j\cdot\mathbf r)$ with $V_m=12$ meV.

\textbf{Solution.} The cell area is $86.60\ \mathrm{nm^2}$, so $n=0.25/86.60=2.887\times10^{-3}\ \mathrm{nm^{-2}}$, or $2.9\times10^{11}\ \mathrm{cm^{-2}}$. With $V_0=1809.5\ \mathrm{meV\,nm^2}$,
\begin{equation}
\Delta_{\rm plate}=2.887\times10^{-3}\times1809.5=5.22\ \mathrm{meV},
\end{equation}
and the plate field is 0.087 MV/cm.

For the width, expand the potential about a minimum. The three vectors have length $G=4\pi/(\sqrt3a)$ and lie $60^\circ$ apart as lines, so $\sum_j(\mathbf G_j\cdot\mathbf r)^2=\frac32G^2r^2$. The potential becomes $-6V_m+\frac32V_mG^2r^2$. Equating the second term to $\frac12M\Omega^2r^2$ gives $\hbar\Omega=38.0$ meV and $\ell=\sqrt{\hbar/M\Omega}=1.42$ nm.

The lattice sum with the exciton's own site is 113.64 meV, of which $W(0)=112.63$ meV. Therefore
\begin{align}
\Delta_{\rm H}&=0.25\times113.64=28.4\ \mathrm{meV},\\
\Delta_{\rm ex}&=0.25\times1.0113=0.253\ \mathrm{meV}.
\end{align}
The uniform part of the full sum is $V_0/A_c=20.89$ meV, which leaves $113.64-20.89=92.75$ meV for $\mathbf G\ne0$. This is less than $W(0)$, so exclusion brings the shift below the plate value.

Equation (\ref{outside}) explains the size of the result. Exclusion empties about one cell, which is a disc of radius $r_c=\sqrt{86.60/\pi}=5.25$ nm. The surviving fraction of the plate shift is about $0.6/(2\times5.25)=0.057$, or 0.30 meV. This is near the lattice value, although it ignores the discrete sites.

Neighbouring sites also repel, with $W(a)=0.0951$ meV against $k_BT=0.862$ meV. Monte Carlo sampling of 36 excitons on 144 periodic sites gives $0.2397\pm0.0002$ meV; random occupation with exclusion on the same finite lattice gives 0.2474 meV. The ratio 0.969 is a further reduction of 3\%. It is small because $W(a)/k_BT$ is about 0.11. The ratio depends weakly on size: it is 0.967 on 576 sites and extrapolates to about 0.966, which would turn the 0.245 meV below into 0.244 meV. Applied to the infinite lattice, the 144-site ratio gives
\begin{equation}
\Delta\simeq0.969\times0.2528=0.245\ \mathrm{meV},\qquad
\frac\Delta{\Delta_{\rm plate}}\simeq0.047 .
\end{equation}

A regular pattern with period $2a$ has the same filling and gives 0.121 meV, about half the random value. The dipolar law explains this: doubling all distances divides the sum over $\mathbf R\ne0$ by eight, whereas random filling divides it by four.

A smaller lattice shows the mechanism of part (d) without sampling. Four excitons on sixteen periodic sites have $16^4$ placements. Independent placement gives $(3/16)\times113.64=21.3$ meV; the Boltzmann average over all placements gives 0.196 meV. Numerical derivatives of $\langle U\rangle_\lambda$ for this system agree with (\ref{variance}) to one part in a thousand at $\lambda=0.02$ and $\lambda=1$.

\section*{(g) Reliability and use of the result}

\textbf{Question.} Which numbers survive the approximations, and what do they imply for densities inferred from blueshifts?

\textbf{Solution.} The least reliable number is $W(0)$. It assumes two excitons that keep their single-exciton wave functions. Solving the relative motion of the pair in the harmonic well lowers the interaction cost from 112.6 to 31.4 meV, an instance of (\ref{concave}). Internal structure matters as well: the in-plane electron--hole separation is 1.71 nm rms in this model, larger than $\ell$. Neither 28.4 meV nor 31.4 meV should therefore be read as a prediction for a real doubly occupied site. Exclusion requires only a cost far above $k_BT$, and here the relaxed cost is $36k_BT$.

The energies between sites are better founded. Averaging $C/r^3$ over a relative displacement of variance $\sigma^2$ per axis adds $\frac12\sigma^2\nabla^2(C/r^3)=\frac92C\sigma^2/r^5$, a relative correction $9\sigma^2/(2r^2)$. The site densities have $\sigma^2=\ell^2$, which gives 9\% at $r=a$ to this order; the correction to all orders, 10\% for the harmonic width, is already included in $W$. The harmonic width is itself approximate. The lowest-band density of the full cosine potential has an rms radius of 1.55 nm rather than 1.42 nm. With it the correction is 13\%, $\Delta_{\rm ex}$ rises from 0.253 to 0.256 meV, $W(0)$ falls from 113 to 99 meV and $\Delta_{\rm H}$ from 28.4 to 25.0 meV. For equal electron and hole masses each charge lies half the electron--hole separation $\rho$ from the centre. Two independent excitons then add $\sigma^2=\langle\rho^2\rangle/4=0.73\ \mathrm{nm^2}$, or about $+3\%$ at $r=a$, which is not included. Nor is the van der Waals attraction between the fluctuating in-plane dipoles, which rigid excitons lack. In this model it is about $-0.003$ meV at $r=a$, or $-4\%$, so the two omitted terms nearly cancel there. The moire bandwidth, 0.047 meV, is 5\% of $k_BT$, so classical site occupation is reasonable at 10 K. It is also half of $W(a)$, so hopping could not be ignored once $k_BT$ fell to that scale.

The parameters lie in the rough range of semiconducting dichalcogenide heterobilayers: a layer separation somewhat above half a nanometre, moire periods of several to tens of nanometres, and potential depths up to the order of 100 meV (here 108 meV). They describe no particular compound. Real stacks are not isotropic dielectrics. Raising $\varepsilon_\parallel$ to 12 at fixed $\varepsilon_z=6$ multiplies the point-dipole energy at $r=a$ by 1.41 and leaves the plate shift unchanged; the correlated shift would rise to about 0.34 meV. Real excitons also decay, and may do so before they reach equilibrium. If each exciton had on average 0.01 partners on its own site, and each partner raised the photon energy by the model's relaxed pair cost of about 31 meV, the mean shift would grow by about 0.3 meV and roughly double. The small correlated value thus holds for well-separated sites, low temperature and nearly complete relaxation.

Within those conditions, converting a blueshift to a density by $n=\Delta/V_0$ gives too small a density. In the example 0.245 meV would be read as 4.7\% of the true density, an error by a factor of 21. The factor belongs to this period, filling and temperature. The main values computed for the harmonic, rigid-exciton model are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
charge separation d = 0.60 nm; dielectric constant = 6.0
moire period = 10.0 nm; cell area = 86.60 nm^2
filling = 0.25; density = 2.887e+11 cm^-2
temperature = 10.0 K; kT = 0.8617 meV
exciton mass = 1.00 m0; reduced mass = 0.25 m0
moire harmonic = 12.0 meV; full depth = 108.0 meV
V0 = 1809.51 meV nm^2; V0/cell area = 20.894 meV
plate field = 0.0871 MV/cm
plate shift n*V0 = 5.2236 meV
radius holding half of V0 = 0.450 nm
fraction of V0 from r < one period = 0.9700
harmonic quantum = 38.00 meV; width l = 1.416 nm
on-site energy, rigid Gaussians = 112.63 meV
nearest-neighbour W = 0.09506 meV
nearest-neighbour point-dipole pair = 0.08617 meV
lattice sum with own site = 113.643 meV
lattice sum without own site = 1.0113 meV
site-resolved uncorrelated shift = 28.411 meV
random shift with exclusion = 0.2528 meV
Monte Carlo: 36 excitons on 144 sites
Monte Carlo shift = 0.23968 +- 0.00018 meV
random exclusion, same finite lattice = 0.24738 meV
thermal/random ratio = 0.9689
correlated shift, infinite-lattice estimate = 0.2450 meV
correlated/plate ratio = 0.0469
ordered 2x2 pattern shift = 0.1208 meV
16-site test: exact = 0.19590 meV
16-site test: Monte Carlo = 0.19602 +- 0.00020 meV
16-site test: uncorrelated = 21.3080 meV
on-site energy after pair relaxation = 31.41 meV
relaxed on-site energy / kT = 36.5
moire bandwidth = 0.0468 meV; / kT = 0.0544
density harmonic: plane wave 0.7326, Gaussian 0.7681
electron-hole rms separation in plane = 1.714 nm
electron-hole binding in the model = 127.7 meV
neighbour energy factor if in-plane eps = 12: 1.4104
\end{verbatim}
